# Wagner's Integrated Diffusivity from the Thickness of a Narrow-Range Compound Layer, part 2

Two alloys of A and B, joined along a plane, are annealed for a time \(t\), and a compound layer grows between them. Its integrated diffusivity is sought. The mole fraction of B is \(N\), with remote values \(N^-\) (left) and \(N^+\) (right); \(\Delta N=N^+-N^-\) and \(Y=(N-N^-)/\Delta N\). The layer has faces \(x_1,x_2\), centre \(x_m\), thickness \(\Delta x\), range \(N_1\) to \(N_2\) of width \(\delta N\), and thickness averages \(N_\beta,\bar Y\); \(y=Y-\bar Y\). With interdiffusion coefficient \(\tilde D>0\), composition rises steadily through it.

\[
D_{\rm int}=\int_{N_1}^{N_2}\tilde D(N)\,dN .
\tag{1}
\]

For gradient-free alloys and small \(\delta N\),

\[
D_{\rm int}\simeq f\,\frac{\Delta x^2}{2t},\qquad
f=\frac{(N_\beta-N^-)(N^+-N_\beta)}{N^+-N^-}.
\tag{2}
\]

The molar volume \(V_m\) is constant. In the frame of the remote ends, the flux of B is

\[
J=-\frac{\tilde D(N)}{V_m}\frac{\partial N}{\partial x}.
\tag{3}
\]

Conservation gives

\[
\frac{\partial N}{\partial t}=\frac{\partial}{\partial x}\left(\tilde D\,\frac{\partial N}{\partial x}\right).
\tag{4}
\]

At an interface \(x_i\), in local equilibrium, with sides \(l,r\),

\[
J_l-\frac{\dot x_iN_l}{V_m}=J_r-\frac{\dot x_iN_r}{V_m}
\quad\Longrightarrow\quad
(N_r-N_l)\,\dot x_i=V_m(J_r-J_l).
\tag{5}
\]

The similarity form is

\[
\lambda=\frac{x}{\sqrt t},\qquad N(x,t)=N(\lambda).
\tag{6}
\]

With \(q=\tilde D\,dN/d\lambda\), within phases and at interfaces \(\lambda_i\),

\[
\frac{dq}{d\lambda}=-\frac{\lambda}{2}\frac{dN}{d\lambda}.
\tag{8}
\]

\[
q_r-q_l=-\frac{\lambda_i}{2}(N_r-N_l).
\tag{9}
\]

Measured from the original contact plane, any plane \(x\) satisfies

\[
x=\int_{-\infty}^{x}Y\,ds-\int_x^\infty(1-Y)\,ds .
\tag{15}
\]

Penetration into the alloys and the first moment in the layer are

\[
I_L=\int_{-\infty}^{x_1}Y\,dx,\qquad
I_R=\int_{x_2}^{\infty}(1-Y)\,dx .
\tag{17}
\]

\[
M=\int_{x_1}^{x_2}(x-x_m)\,y(x)\,dx .
\tag{20}
\]

They enter the exact identity

\[
D_{\rm int}=\frac{\Delta N}{2t}\Bigl\{\bar Y(1-\bar Y)\Delta x^2
+\Delta x\bigl[(1-\bar Y)I_L+\bar YI_R\bigr]-2M\Bigr\}.
\tag{21}
\]

### Wagner's formula

For a narrow range, \(Y\) hardly departs from \(\bar Y\) in the layer, and \(M\) is small. Dropping it from (21) gives

\[
D_{\rm int}\simeq\frac{\Delta N}{2t}\Bigl\{\bar Y(1-\bar Y)\Delta x^2
+\Delta x\bigl[(1-\bar Y)I_L+\bar YI_R\bigr]\Bigr\}.
\tag{22}
\]

This is Wagner's general formula at constant molar volume. Other compound layers in the couple are allowed, because their profiles belong to \(I_L\) and \(I_R\). With one layer and gradient-free alloys, \(I_L=I_R=0\). Since

\[
\Delta N\,\bar Y(1-\bar Y)=\frac{(N_\beta-N^-)(N^+-N_\beta)}{\Delta N}=f,
\]

equation (22) reduces to (2).

The ratio of the penetration terms in (22) to the thickness term is

\[
r=\frac{I_L}{\bar Y\Delta x}+\frac{I_R}{(1-\bar Y)\Delta x}.
\tag{23}
\]

The thickness-only formula requires \(r\ll1\). A saturated alloy meets this condition because it has no gradient. An unsaturated alloy meets it if the interface advances into it faster than diffusion can spread ahead. Suppose the right interface advances at speed \(v\), and let \(z\) be the distance ahead of it. A profile steady in the moving frame obeys \(D_RN''+vN'=0\), where \(D_R\) is the diffusivity of the alloy. Hence \(N^+-N\) decays as \(\exp(-vz/D_R)\), over a length \(D_R/v\). The thin saturated skin then contributes little to \(I_R\). In this case the \(N^+\) of the formula is the composition of the bulk alloy, not that of the skin. The picture needs \(D_R/v\) to exceed a few atomic spacings. For a thinner skin the continuum profile loses its meaning, local equilibrium with the saturated alloy is not assured, and the limits \(N_1\) and \(N_2\) may differ from those of the phase diagram.

### What the formula says

The same result follows from a simple picture. In a narrow-range layer the flux is nearly uniform. Integrating \(V_m|J|=\tilde D\,\partial N/\partial x\) across the layer gives \(V_m|J|\Delta x\simeq D_{\rm int}\). With no flux in the alloys, the interface balance (5) gives

\[
-\dot x_1=\frac{D_{\rm int}}{\Delta x\,(N_\beta-N^-)},\qquad
\dot x_2=\frac{D_{\rm int}}{\Delta x\,(N^+-N_\beta)} .
\]

Adding the two speeds,

\[
\frac{d\Delta x}{dt}=\frac{D_{\rm int}}{f\,\Delta x}
\quad\Longrightarrow\quad
\Delta x^2-\Delta x_0^2=\frac{2D_{\rm int}t}{f},
\tag{24}
\]

where \(\Delta x_0\) is the thickness at the start. If a layer was present before the anneal, \(\Delta x^2\) in (2) is to be replaced by \(\Delta x^2-\Delta x_0^2\).

The factor \(f\) expresses the amount of B that must cross the layer to make new compound. When \(N_\beta\) approaches either terminal composition, little transport is needed, \(f\) becomes small, and a given \(D_{\rm int}\) produces a thick layer. Equation (24) describes this only while \(f\) remains large compared with \(\delta N\), as shown below. The growth constant \(\Delta x^2/(2t)\) thus belongs to a particular couple. The integrated diffusivity belongs to the compound at the given temperature and pressure, provided that the phases touching it, and hence the limits \(N_1\) and \(N_2\), stay the same, and that grain boundaries carry a negligible share of the flux. In a fine-grained layer they may carry much of it, and the measured value then depends on the grain size as well.

A layer of almost uniform composition can carry a finite flux because the driving force is a difference in chemical potential. Let \(\mu=\mu_B-\mu_A\), and write the linear transport law as \(J=-L\,\partial\mu/\partial x\), with \(L\) a mobility coefficient. Comparison with (3) gives \(\tilde D=V_mL\,d\mu/dN\), and therefore

\[
D_{\rm int}=V_m\int_{\mu(N_1)}^{\mu(N_2)}L\,d\mu .
\tag{25}
\]

As \(\delta N\) shrinks at fixed \(L\) and fixed limits of \(\mu\), this integral stays finite, while the mean diffusivity \(D_{\rm int}/\delta N\) grows without limit. That mean can be quoted only if \(\delta N\) is known.

When the alloys have no gradients, (15) taken at \(x=x_1\) gives

\[
-x_1=(1-\bar Y)\Delta x .
\tag{26}
\]

The original contact plane therefore lies inside the layer, at this distance from its left face. It is fixed relative to the remote ends of the couple. Nothing here implies that inert markers would stay on it.

### The error of the narrow-range step

With gradient-free alloys, subtracting (21) from the estimate \(f\Delta x^2/(2t)\) leaves \(\Delta N\,M/t\). As a fraction \(\varepsilon\) of the estimate, the excess is

\[
\varepsilon=\frac{2\,\Delta N\,M}{f\,\Delta x^2}.
\tag{27}
\]

The sign of \(M\) follows from the rising profile. Because \(\int(x-x_m)\,dx=0\), any constant may be subtracted from \(Y\) in the moment. Subtracting \(Y(x_m)\) makes the integrand \((x-x_m)[Y(x)-Y(x_m)]\), which is nowhere negative. Thus \(M\ge0\), and the estimate is never too small on this account.

An upper limit follows by subtracting instead the midpoint of the range of \(Y\). The remaining deviation is at most \(\delta N/(2\Delta N)\) in size, and \(\int|x-x_m|\,dx=\Delta x^2/4\). Therefore

\[
0\le M\le\frac{\delta N}{8\,\Delta N}\Delta x^2,
\qquad 0\le\varepsilon\le\frac{\delta N}{4f}.
\tag{28}
\]

For uniform \(\tilde D\) the profile is nearly a straight line. Let \(\Lambda=\Delta x/\sqrt t\). Since \(D_{\rm int}=\int q\,d\lambda\), the typical value of \(q\) is \(f\Lambda/2\). Across the layer \(q\) changes by at most \(\Lambda\,\delta N/2\), because \(|\lambda|\le\Lambda\) there. The relative change is therefore at most about \(\delta N/f\). To leading order \(y=(\delta N/\Delta N)(x-x_m)/\Delta x\), and

\[
M\simeq\frac{\delta N}{\Delta N\,\Delta x}\int_{x_1}^{x_2}(x-x_m)^2dx
=\frac{\delta N\,\Delta x^2}{12\,\Delta N},
\qquad
\varepsilon\simeq\frac{\delta N}{6f}.
\tag{29}
\]

The condition for a narrow range is thus \(\delta N\ll f\), not merely \(\delta N\ll1\). It becomes strict when the compound lies close in composition to one of the alloys.

The composition used in \(f\) also matters. Differentiating \(\ln f\) gives

\[
\frac{df}{f}=\left(\frac{1}{N_\beta-N^-}-\frac{1}{N^+-N_\beta}\right)dN_\beta .
\tag{30}
\]

A nominal composition used in place of the layer mean can therefore add an error of the same order as (29). A small relative error in \(\Delta x\) enters the result doubled.

### Worked example

Take round model parameters: \(\Delta x=20\ \mu\mathrm m\) after \(t=100\) h, \(N^-=0\), \(N^+=1\) and \(N_\beta=0.60\). The alloys are first assumed to carry no gradients. Then

\[
f=\frac{0.60\times0.40}{1}=0.24,\qquad
\frac{\Delta x^2}{2t}=\frac{400}{200}=2.0\ \mu\mathrm m^2/\mathrm h,
\]

\[
D_{\rm int}=0.24\times2.0=0.48\ \mu\mathrm m^2/\mathrm h
=1.33\times10^{-16}\ \mathrm{m^2/s}.
\]

Now the problem is turned round. A diffusivity with this integral is prescribed, and the moving-boundary problem is solved for the thickness. The range is 0.595 to 0.605, so \(\delta N=0.01\) and the mean diffusivity is \(0.48/0.01=48\ \mu\mathrm m^2/\mathrm h\). Within the range \(\tilde D\) rises exponentially from 15 to \(111\ \mu\mathrm m^2/\mathrm h\). The left alloy dissolves B up to \(N=0.05\), and the B-rich alloy exists down to \(N=0.78\).

With \(N\) as independent variable, the layer obeys

\[
\frac{d\lambda}{dN}=\frac{\tilde D}{q},\qquad \frac{dq}{dN}=-\frac{\lambda}{2}.
\tag{31}
\]

The jump condition (9) joins the layer to each alloy. In an alloy of constant diffusivity \(D\), equation (8) becomes \(dq/d\lambda=-\lambda q/(2D)\), so \(q\propto\exp[-\lambda^2/(4D)]\) and the composition follows an error function. The resulting two-point boundary-value problem was solved numerically by collocation.

Couple 1 has the terminal compositions above and nearly immobile alloys, with \(D=10^{-4}\ \mu\mathrm m^2/\mathrm h\). Couple 2 differs only in having \(N^+=0.80\). Couple 3 is couple 1 with \(D=0.5\ \mu\mathrm m^2/\mathrm h\) in both alloys. The prescribed \(D_{\rm int}\) is 0.480 in each. The last two columns give its estimates, in \(\mu\mathrm m^2/\mathrm h\), from the computed thickness and mean composition and, for (22), the computed penetration integrals.

| Couple | \(\Delta x\) (µm) | Eq. (2) | Eq. (22) |
|---|---|---|---|
| 1 | 20.07 | 0.483 | 0.483 |
| 2 | 25.49 | 0.485 | 0.485 |
| 3 | 18.46 | 0.409 | 0.483 |

In couple 2 the nominal factor is \(f=0.60\times0.20/0.80=0.15\). Equation (2) then predicts \(\Delta x=\sqrt{200\times0.48/0.15}=25.3\ \mu\mathrm m\), close to the computed value. The growth constant rises from 2.01 to \(3.25\ \mu\mathrm m^2/\mathrm h\) between couples 1 and 2, although the compound is the same. The estimates of \(D_{\rm int}\) agree to half a per cent.

The small excesses in couples 1 and 2, 0.6 and 1.0 per cent of the estimate, come from the finite range. They lie below the limits \(\delta N/(4f)\) of about 1.0 and 1.7 per cent. The saturated skins in these two couples, of length \(D/v=2Dt/|x_i|\), are only 1 to 3 nm thick at 100 h and of atomic size in the first hours. The couples are therefore model cases of the limit \(r\to0\); in a real couple with such slow alloys the assumption of local equilibrium would need its own support. The mean composition is 0.6016 rather than 0.600. For nearly uniform flux the thickness occupied by a step \(dN\) is proportional to \(\tilde D\,dN\), so more of the layer lies on the side where \(\tilde D\) is larger.

In couple 3 the thickness-only estimate is 15 per cent below the prescribed value. Material spent on saturating the alloys is missing from the layer. The computed profiles give \(I_L=0.281\ \mu\mathrm m\) and \(I_R=1.145\ \mu\mathrm m\). With \(\bar Y=0.6016\), (23) becomes

\[
r=\frac{0.281}{0.6016\times18.46}+\frac{1.145}{0.3984\times18.46}
=0.025+0.156=0.181 .
\]

Multiplying 0.409 by 1.181 restores 0.483. A penetration area equivalent to about one micrometre is enough to spoil the simple formula here.

For uniform \(\tilde D\), gradient-free alloys and the terminal compositions of couple 1, the collocation solution gives \(\varepsilon=2.786\), 1.391 and 0.695 per cent for \(\delta N=0.04\), 0.02 and 0.01. Equation (29) gives 2.778, 1.389 and 0.694 per cent. If instead \(\tilde D\) varies by a factor \(e^8\) across a range of 0.02, in either direction, the excess is only 0.5 per cent, against a limit of 2.1 per cent. For nearly uniform flux the share of the thickness lying in the fraction \(p\) of the range where \(\tilde D\) is largest is about \(1-e^{-8p}\): 55 per cent for a tenth of the range and 86 per cent for a quarter. Most of the change in composition is thus crowded near one face, which makes \(M\) small. A \(\tilde D\) with a deep, symmetric minimum in the middle of the range has the opposite effect: the profile approaches a step at the centre of the layer, and the excess approaches the limit (28).

Parabolic growth can also be followed in time without assuming (6). Equation (4) was integrated numerically on 40 intervals stretched with the layer, between gradient-free alloys and with the \(\tilde D(N)\) of couple 1, starting from a thickness of \(0.2\ \mu\mathrm m\). The layer reached 10.04 µm at 25 h and 20.08 µm at 100 h. The growth exponent between these times is 0.4999. The initial thickness, which enters (24) as \(\Delta x_0^2\), accounts for the small departure from one half.

### Real diffusion couples

Real couples do not keep the molar volume exactly constant. For gradient-free alloys this does not alter (2), provided that the molar volume \(V_\beta\) is uniform within the compound: the layer contains \(\Delta x/V_\beta\) moles per unit area, its flux is \(D_{\rm int}/(V_\beta\Delta x)\), and \(V_\beta\) cancels from the growth law. The penetration terms do change, because there the volumes of different phases are compared. A slow interface reaction makes the value from (2) too low. If it acts as an extra diffusion length \(\ell\), growth follows \(d\Delta x/dt=D_{\rm int}/[f(\Delta x+\ell)]\). For negligible initial thickness this integrates to \(\Delta x^2+2\ell\Delta x=2D_{\rm int}t/f\), and (2) gives the true value multiplied by \(\Delta x/(\Delta x+2\ell)\). With \(\ell\) equal to 5 per cent of the thickness, the result is 9 per cent too low. Layers measured at several times can reveal this, because \(\Delta x^2/t\) then increases with time. If a layer was present at the start, the quantity to follow is \((\Delta x^2-\Delta x_0^2)/t\), since \(\Delta x^2/t\) itself may fall. A delayed start of growth produces a similar rise, so the trend alone does not identify its cause.
